\section*{Unloading stiffness and the elastic modulus of porous dielectric films, part 2}

An axisymmetric indenter with elastic constants $E_i,\nu_i$ is pressed into a half-space $z>0$ with Young modulus $E$, Poisson ratio $\nu$ and shear modulus $G=E/[2(1+\nu)]$. Slopes are small, there is no friction or adhesion, and the single contact is circular, with radius $a$. Displacement into each body and compressive pressure $p$ are positive. The reduced modulus $E_r$ is given by
\begin{equation}
\frac1{E_r}=\frac{1-\nu^2}{E}+\frac{1-\nu_i^2}{E_i}.
\label{er}
\end{equation}
The load is $P$, $h$ is the approach of distant points after first touch, and $f(r)$ is the gap at first touch, with $f(0)=0$.

In one half-space, decaying modes have $u_r=U(z)J_1(kr)$ and $u_z=W(z)J_0(kr)$, with Bessel functions $J_0,J_1$, $U=(\alpha+\beta kz)e^{-kz}$, $W=(\gamma+\beta kz)e^{-kz}$ and
\begin{equation}
\alpha-\gamma+\beta=-2(1-2\nu)\beta,
\qquad \gamma=\alpha+(3-4\nu)\beta .
\label{modes}
\end{equation}
A surface pressure $p_0J_0(kr)$ without shear gives the radial surface displacement
\begin{equation}
u_r=-\frac{(1-2\nu)p_0}{2Gk}J_1(kr).
\label{radialmode}
\end{equation}

For both bodies together, the summed normal displacement $u$ and the pressure are
\begin{align}
u(r)&=\int_0^\infty B(k)J_0(kr)\,dk,\nonumber\\
p(r)&=\frac{E_r}{2}\int_0^\infty kB(k)J_0(kr)\,dk ,
\label{hankel}
\end{align}
\begin{equation}
B(k)=\int_0^a\chi(t)\cos(kt)\,dt .
\label{B}
\end{equation}
This makes $p=0$ for $r>a$. Inside the contact $u=h-f$, or $\int_0^r\chi(t)\,dt/\sqrt{r^2-t^2}=h-f(r)$, and Abel inversion gives
\begin{equation}
\chi(t)=\frac2\pi[h-g(t)],\quad
g(t)=t\int_0^t\frac{f'(r)\,dr}{\sqrt{t^2-r^2}} .
\label{chi}
\end{equation}
A smooth contact has $h=g(a)$, so $\chi(a)=0$.

The energy argument for uniqueness is this: the difference of two solutions with the same $a$ and $h$ has $u=0$ inside and $p=0$ outside, so $\int_0^\infty rpu\,dr=(E_r/2)\int_0^\infty B^2dk$ vanishes, and so does its $B$.

The ring calculation, an independent numerical test, divides a disk of unit radius into 400 rings of uniform pressure. Its cone, paraboloid, quartic and mixed gaps are $0.1r$, $0.1r^2$, $0.1r^4$ and $0.03r+0.04r^2+0.05r^6$, with predicted $a=0.8$.

\section{From an unloading curve to a film modulus}

The first half treated two elastic bodies with reduced modulus $E_r$, initial gap $f(r)$, approach $h$, load $P$ and contact radius $a$. It gave $\chi=(2/\pi)[h-g(t)]$ and $P=\pi E_r\int_0^a\chi\,dt$, with $g$ defined in (\ref{chi}). A smooth contact has $h=g(a)$, and its tangent stiffness is $S=2E_ra=2E_r\sqrt{A/\pi}$, where $A$ is the projected area under load.

A hard pyramid pressed into a porous dielectric leaves a permanent impression, so the loading curve is not elastic. Suppose that unloading is elastic all the way to zero load, so that reloading retraces it. Let the tip be at depth $D$ below the original surface. Let $F(r)$ be the height of the undeformed indenter profile above its tip, and $w(r)$ the depth of the impression after complete unloading. On elastic reloading, first touch is taken to occur at the centre, when $D=w(0)$. The gap at that moment is
\begin{equation}
f(r)=F(r)-[w(0)-w(r)],
\end{equation}
and the elastic approach is $h=D-w(0)$. This $f$ generally differs from the indenter profile, but for an axisymmetric gap the stiffness law does not depend on its form. Stresses locked into the film do not change the result either, as long as the increments obey the same linear elastic equations: the locked-in field is a constant that drops out of the derivative. Reverse plastic flow, creep during unloading, or large rotations would invalidate this step.

The stiffness gives $E_r$ once the area is known. The area can be inferred from the depth, because the contact edge lies higher than the tip by $F(a)$. The elastic displacement at the edge, summed over both bodies, is
\begin{equation}
h-f(a)=D-F(a)-w(a).
\end{equation}
Assume that the unloaded rim lies at the original surface level, so $w(a)=0$. With $D=h_{\max}$ at peak load, the contact depth $h_c=F(a)$ is
\begin{equation}
h_c=h_{\max}-\varepsilon\frac PS,
\qquad \varepsilon=\frac{S[h-f(a)]}{P}.
\label{hc}
\end{equation}
For a paraboloidal gap, $f(a)=h/2$ and $P/S=2h/3$, hence $\varepsilon=3/4$. For a conical gap, $f(a)=2h/\pi$ and $P/S=h/2$, hence $\varepsilon=2(1-2/\pi)=0.727$. The ring calculation reproduced both values to four digits with the contact edge on a ring boundary; otherwise the ring width limits the agreement to about 0.3\%. Unlike $S$, the factor $\varepsilon$ depends on the shape of the gap. The paraboloid is used below as a model of a blunt gap between a pyramid and its impression.

Take a porous organosilicate film $1000$~nm thick on silicon and a diamond Berkovich indenter. The round test data are a peak load of $70~\mu$N, a peak depth of $85$~nm and an initial unloading stiffness of $2100$~N/m. They give
\begin{equation}
\frac PS=\frac{70\times10^{-6}}{2100}~{\rm m}=33.3~{\rm nm},
\end{equation}
so that $h_c=85-0.75\times33.3=60.0$~nm.

Each of the three faces of the pyramid makes an angle $\theta=65.27^\circ$ with its axis. At height $h_c$ the section is an equilateral triangle whose inscribed circle has radius $h_c\tan\theta$. Its area is $3\sqrt3$ times the square of that radius:
\begin{align}
A&=3\sqrt3\tan^2\theta\,h_c^2=24.494\,(60.0~{\rm nm})^2\nonumber\\
&=8.82\times10^4~{\rm nm^2}.
\end{align}
The equivalent radius is $a=\sqrt{A/\pi}=167.5$~nm. The mean pressure under load, or hardness, is $H=P/A=0.794$~GPa. The stiffness law gives
\begin{equation}
E_r=\frac{S}{2a}
=\frac{2100}{2(167.5\times10^{-9})}~{\rm Pa}=6.27~{\rm GPa}.
\end{equation}
Take as assumed inputs $\nu=0.25$ for the film, and $E_i=1140$~GPa and $\nu_i=0.07$ for diamond, whose compliance contributes less than 1\% of the total. Equation (\ref{er}) then gives
\begin{align}
E&=\frac{1-\nu^2}{1/E_r-(1-\nu_i^2)/E_i}\nonumber\\
&=5.91~{\rm GPa}=5.91\times10^9~{\rm Pa}.
\label{modulus}
\end{align}
This is the half-space value. Its third digit belongs to the arithmetic and not to the accuracy of the model.

The paraboloidal model also implies an elastic approach $h=1.5P/S=50$~nm and a residual depth of 35~nm. If the conical $\varepsilon$ were used instead, $h_c$ would rise by $(0.750-0.727)\times33.3=0.8$~nm, or 1.3\%. Since $a$ is proportional to $h_c$, the inferred $E_r$ would fall by about the same fraction. An error in the rim level acts in the same way: a rim 3~nm above the original surface would raise the true contact depth by 3~nm, or 5\%.

The law needs the slope at peak load. A chord across part of the unloading curve gives a smaller value, because the contact shrinks. For the paraboloid $P\propto h^{3/2}$, so a fall from $P$ to $0.7P$ reduces $h$ to $0.7^{2/3}h$. The ratio of chord to initial tangent is
\begin{equation}
\frac{0.3P/[h(1-0.7^{2/3})]}{1.5P/h}
=\frac{0.2}{1-0.7^{2/3}}=0.945 .
\end{equation}
At fixed $a$, using this chord as $S$ would make $E_r$ 5.5\% too small. If $h_c$ were recalculated from the false stiffness, the area would change as well.

The largest single effect calculated here for these data is the silicon beneath the film. The contact is shallow, with $h_c$ equal to 6\% of the film thickness, but the strained depth is set by $a$, which is 17\% of it. To find the substrate effect, replace the total compliance $2/(E_rk)$ by $(2/E_rk)[1+m(k)]$. The function $m$ measures the change caused by the substrate. It tends to zero for short waves, which do not reach the silicon. A film whose $E/(1-\nu^2)$ is smaller than that of its substrate is stiffened in the long-wave limit, where $m<0$.

The calculation of $m$ uses the modes already found. The general decaying solution (\ref{modes}) consists of
\begin{equation}
(U,W)=(1,1)e^{-kz},\quad
(kz,\,3-4\nu+kz)e^{-kz}.
\end{equation}
Changing the sign of $k$, and remembering that $J_1$ is odd, gives the growing pair
\begin{equation}
(U,W)=(-1,1)e^{kz},\quad
(kz,\,3-4\nu-kz)e^{kz}.
\end{equation}
The film needs all four modes and the substrate needs the two decaying ones. Their six amplitudes follow from six conditions: prescribed normal stress and zero shear at the surface, and continuity of both displacements and both stresses at the bonded interface. The resulting surface value of $W$ is the film compliance for that $k$.

Keep the pressure in (\ref{hankel}) and the form (\ref{B}), so that the pressure outside the contact still vanishes. The displacement is now $\int B(1+m)J_0\,dk$. The identity
\begin{equation}
J_0(kr)=\frac2\pi\int_0^r\frac{\cos kt}{\sqrt{r^2-t^2}}\,dt
\end{equation}
shows that Abel inversion turns $J_0(kr)$ into $(2/\pi)\cos kt$. The extra displacement therefore adds an integral term:
\begin{align}
\chi(\tau)+\int_0^aK(\tau,s)\chi(s)\,ds
&=\frac2\pi[h-g(\tau)],\label{fredholm}\\
K(\tau,s)=\frac2\pi\int_0^\infty m(k)&\cos k\tau\cos ks\,dk .
\end{align}
The load is still $P=\pi E_r\int_0^a\chi\,dt$.

A smooth tip on the layered body has the same tangent stiffness as a flat punch of radius $a$ on that body. To prove it, differentiate (\ref{fredholm}) with respect to $a$ at fixed $h$. Writing $\chi_a=\partial\chi/\partial a$, we obtain
\begin{equation}
\chi_a(\tau)+\int_0^aK(\tau,s)\chi_a(s)\,ds
=-K(\tau,a)\chi(a).
\end{equation}
The edge of a smooth contact has $\chi(a)=0$, so the right side is zero. The compliance $1+m$ is positive, and the energy argument of the first half then excludes a nonzero solution. Hence $\chi_a=0$, and
\begin{equation}
\left.\frac{\partial P}{\partial a}\right|_h
=\pi E_r\left[\chi(a)+\int_0^a\chi_a\,dt\right]=0 .
\end{equation}
What remains is $\partial P/\partial h$ at fixed $a$. This is independent of $g$ and equals the flat-punch stiffness.

For contacts much narrower than the film thickness $t_f$, both cosines in $K$ are close to one wherever $m$ matters. Then $K\simeq2M/(\pi t_f)$, with $M=\int_0^\infty m\,d(kt_f)$, and (\ref{fredholm}) gives
\begin{equation}
S\simeq\frac{2E_ra}{1+2Ma/(\pi t_f)} .
\end{equation}
The leading substrate correction is proportional to $a/t_f$, so it disappears slowly as the contact is made smaller.

For the numerical example, silicon is represented by an isotropic solid with $E=165$~GPa and $\nu=0.22$. If the film modulus is held at 5.91~GPa, the full integral equation gives a stiffness 1.153 times the half-space value. If the measured stiffness and the contact radius are held fixed instead, the film modulus must be lowered to 5.11~GPa. This uses the full thickness of 1000~nm; a uniform film thinner by the residual depth of 35~nm would give about 0.03~GPa less. The substrate also changes $\varepsilon$, which was derived for a half-space. At a given load and radius it removes a nearly uniform displacement from the contact. In units of the half-space value of $P/S$ this is $1-1/1.153=0.133$, and it is lost from both $h-f(a)$ and $P/S$. For the paraboloidal gap $\varepsilon$ therefore falls from 0.75 to about $(0.75-0.133)/(1-0.133)=0.71$. This would raise $h_c$ by about 1.3~nm and lower the modulus by a further 2 to 3\%. The estimates below keep $\varepsilon=3/4$. The layered calculation was tested with a 6~GPa film, $1000$~nm thick. With the substrate replaced by film, it returned $2E_ra$; with silicon, its long-wave compliance agreed with that of silicon within 0.1\%. For a paraboloid at $a=160$~nm, the slope between radii of 158 and 162~nm agreed with the flat-punch stiffness to the same tolerance.

The Berkovich contact is not circular. Its stiffness was estimated as that of a flat punch with the outline of an equilateral triangle. The triangle was divided into equal cells, with 12, 24 and 48 divisions along a side, and the results were extrapolated to zero cell size. The stiffness is about 1.06 times that of a disk of equal area; the extrapolation gives 1.062, with the last digit uncertain by about one unit. Applied alone to the half-space analysis, this factor lowers the film modulus to 5.56~GPa. The real contact outline need not be a perfect triangle, so the factor is a model correction.

A used diamond tip is also rounded. Replace the pyramid by a cone of equal area at each height, with half-angle $\alpha$ given by $\tan\alpha=\sqrt{24.494/\pi}$. A sphere of radius $\rho$ that is tangent to the cone has its centre at a distance $\rho/\sin\alpha$ from the virtual apex. The real tip is therefore displaced from that apex by
\begin{equation}
\delta=\rho\left(\frac1{\sin\alpha}-1\right).
\end{equation}
For $\rho=50$~nm this is 3.1~nm. At fixed $h_c$ the contact radius increases by the factor $(60.0+3.1)/60.0=1.052$, and the modulus becomes 5.62~GPa. This is why the area function of an indenter has to be calibrated at shallow depth.

Substrate, triangular outline and rounding all lower the modulus inferred from the stated data. Including the three together gives 4.54~GPa, which is 23\% below the half-space value. This estimate multiplies the stiffness of a circular contact on the layered body by the triangular factor for a half-space. It therefore neglects any interaction between outline and substrate, as well as the change of $\varepsilon$ caused by the substrate.

The small-slope boundary condition leaves a further error. The solution applies the indenter profile at the original radial position of each surface point, although (\ref{radialmode}) moves these points inward. Superposing modes and using $\int_0^rr'J_0(kr')dr'=rJ_1(kr)/k$ gives, at the edge,
\begin{equation}
u_r(a)=-\frac{1-2\nu}{2Ga}\int_0^apr\,dr
=-\frac{(1-2\nu)P}{4\pi Ga}.
\end{equation}
With $P=\pi a^2H$ and $G=E/[2(1+\nu)]$, its relative size is
\begin{equation}
\frac{|u_r(a)|}{a}=\frac{(1-2\nu)(1+\nu)H}{2E}=0.042 .
\end{equation}
This is the size of the neglected displacement, not a calculated error in the stiffness. Friction would oppose the motion, and its effect is not included here. The dented film is also treated as a plane half-space, although the modelled impression, 35~nm deep over a radius of 167.5~nm, has a mean slope of about 0.21. The resulting error is not calculated.

Porous organosilicate dielectrics have moduli of a few GPa, as a rough guide, and the result lies in that range. The chosen film is thicker than many interlayers in integrated circuits. On a thinner film the same contact would feel the substrate more strongly. In the present example the substrate moves the modulus from 5.91 to 5.11~GPa even when the contact depth is held fixed. The Poisson ratio of a porous film is often uncertain: with $E_r$ fixed, values of 0.15 and 0.35 change the half-space modulus to 6.16 and 5.53~GPa. For pores about 2~nm across, the contact radius is about 84 pore diameters, which supports the use of an average elastic medium.

That average may itself be altered by the test, because high pressure can close pores. As a model of this effect, suppose that the upper material, to a depth equal to $a$, has become 30\% stiffer and that the original film below it is infinitely deep. The layered solution then gives a stiffness 1.123 times that of the uncompacted film. The assumed layer extends sideways without limit and its properties are not measured, so the factor shows a possible scale and is not a correction for this film. An unloading slope measures the elastic response of the material as it exists under the tip, including any such compaction. The numerical output lists the main inputs and results of the worked example.

\section*{Computed results}
\begin{verbatim}
TESTS: numerical stiffness / (2 Er a)
cone gap: 1.0000
paraboloid gap: 1.0000
quartic gap: 0.9999
mixed gap: 0.9999
flat punch: 0.9996
epsilon, paraboloid: formula 0.7500, rings 0.7500
epsilon, cone: formula 0.7268, rings 0.7268
INPUTS
peak load: 70.0 uN
peak depth: 85.0 nm
initial unloading stiffness: 2100 N/m
film thickness: 1000 nm
film Poisson ratio: 0.25
diamond modulus, Poisson ratio: 1140 GPa, 0.07
silicon modulus, Poisson ratio: 165 GPa, 0.22
Berkovich face angle: 65.27 degrees
RESULTS OF THE HALF-SPACE MODEL
load / stiffness: 33.33 nm
contact depth: 60.00 nm
area / contact depth squared: 24.494
projected area: 88180 nm^2
equivalent contact radius: 167.54 nm
hardness: 0.794 GPa
reduced modulus: 6.267 GPa
film Young modulus: 5.908 GPa
film Young modulus: 5.908e+09 Pa
elastic recovery, paraboloid gap: 50.00 nm
residual depth, paraboloid gap: 35.00 nm
SIZE OF NEGLECTED EFFECTS
contact radius / film thickness: 0.1675
substrate stiffness factor: 1.153
modulus corrected for substrate: 5.11 GPa
triangular-punch stiffness factor: 1.062
modulus corrected for triangle: 5.56 GPa
assumed tip radius: 50 nm
tip-rounding depth offset: 3.11 nm
modulus corrected for tip rounding: 5.62 GPa
modulus with these three corrections: 4.54 GPa
assumed modulus factor of compacted layer: 1.30
stiffness factor, compacted layer of depth a: 1.123
half-space modulus for Poisson ratio 0.15: 6.16 GPa
half-space modulus for Poisson ratio 0.35: 5.53 GPa
inward edge displacement / contact radius: 0.0420
chord from 100 to 70 percent load / tangent: 0.9451
assumed pore diameter: 2.0 nm
contact radius / pore diameter: 83.8
\end{verbatim}
